# Saturated Density of Two-Dimensional Islands under Complete Condensation

In a model crystal surface at 450 K, a tenfold increase of the deposition flux raises the largest island density reached during growth by a factor of about 3.1. On the same surface at 270 K the factor is about 2.1. Neither response is proportional to the flux, and the two differ although the atoms, their bonds and their diffusion barrier are the same. What changes is the size of the smallest cluster that usually grows rather than falls apart.

Let atoms arrive at a rate $F$ per site and second. A single atom on the surface, an adatom, diffuses with coefficient $D$, measured in site areas per second, so that $F/D$ is dimensionless. All densities are numbers per site, and lengths are measured in units of the square root of a site area. The critical size $i$ is the size of the largest cluster that still tends to decay; one more atom turns it into a stable island. If even pairs usually grow, the critical cluster is a single adatom and $i=1$. The binding energy $E_i\ge0$ of the critical cluster is the energy needed to separate it into $i$ adatoms, so $E_1=0$. Complete condensation means that no atom leaves the surface again. The islands are one layer high, and an atom that lands on top of one is assumed to reach its edge and join it. Only adatoms move, diffusion is isotropic, attachment meets no extra barrier, and nucleation needs no defects.

The stable-island density $N$ first rises by nucleation and later falls because islands merge. The saturated density is its maximum, and the result to be derived is

$$N_{\max}=\eta_i\left(\frac FD\right)^{i/(i+2)}\exp\!\left[\frac{E_i}{(i+2)kT}\right],$$

where $\eta_i$ is a number independent of $F$, $D$ and $T$ within the mean-field model used here. The law is a leading-order statement for small $F/D$, within the range of conditions where one value of $i$ applies.

The first ingredient is the density of critical clusters. Suppose that they gain and lose atoms often enough to be in equilibrium with the adatoms. In a dilute lattice gas let $\zeta$ be the statistical weight of adding one atom. A lone atom has weight $\zeta$ per site, so $n_1=\zeta$ to leading order. A cluster of $i$ atoms has energy $-E_i$ relative to separated atoms, and hence weight $\zeta^i e^{E_i/kT}$ for each shape and orientation. If $C_i$ is the number of lowest-energy shapes per site, orientations counted separately,

$$n_i=C_i\,n_1^{\,i}\,e^{E_i/kT}.$$

This is the Walton relation. It neglects interactions between clusters, shapes of higher energy and changes in vibrations. On a triangular lattice a dimer has one bond and three orientations, so $C_2=3$ and $E_2=E_b$, the energy of one bond. Summing the states of a small dilute lattice gas with up to three atoms reproduces the relation for dimers to better than one part in $10^4$.

A stable island is born when a critical cluster captures an adatom. With a dimensionless capture number $s_i$, taken constant, the birth rate per site is

$$J=s_iDn_1n_i=s_iC_iD\,n_1^{\,i+1}e^{E_i/kT}.$$

The adatom density in this expression is itself controlled by the islands. To find it, assign to each island of radius $r$ a circular cell of radius $R$, with $N\pi R^2=1$. The fraction of the surface covered by islands is then $Z=r^2/R^2$. Adatoms that reach the island edge are absorbed, so their density $n$ vanishes at $\rho=r$. By symmetry between neighbouring cells no net current crosses $\rho=R$. If the density adjusts quickly compared with the growth of the island, it obeys the steady equation

$$\frac D\rho\frac{d}{d\rho}\left(\rho\frac{dn}{d\rho}\right)=-F .$$

Multiplying by $\rho/D$ and integrating from $\rho$ to $R$, where the slope is zero, gives

$$\rho\frac{dn}{d\rho}=\frac{F}{2D}(R^2-\rho^2).$$

After division by $\rho$, a second integration from $r$, where $n=0$, yields

$$n(\rho)=\frac{F}{4D}\left[2R^2\ln\frac{\rho}{r}-(\rho^2-r^2)\right].$$

With $u=\rho^2/R^2$, the logarithm becomes $2\ln(\rho/r)=\ln(u/Z)$, and the area element divided by the cell area is $du$. The mean over the whole cell, counting zero adatoms on the island, is therefore

$$n_1=\frac{FR^2}{4D}\int_Z^1\left[\ln\frac uZ-(u-Z)\right]du .$$

The two integrals are

$$\int_Z^1\ln\frac uZ\,du=-\ln Z-(1-Z),\qquad \int_Z^1(u-Z)\,du=\frac{(1-Z)^2}{2}.$$

Since $R^2=1/(\pi N)$, it follows that

$$n_1=\frac{F\,L(Z)}{4\pi DN},\qquad L(Z)=-\ln Z-\frac{(1-Z)(3-Z)}2 .$$

More islands mean shorter diffusion paths and fewer adatoms. This feedback makes nucleation suppress itself: $J$ contains $i+1$ factors of $n_1$, and so falls as $N^{-(i+1)}$ at given coverage. A numerical solution of the diffusion equation agrees with the formula for $n_1$ to within a relative error of $3\times10^{-5}$ at the coverages tested.

The second process is merging. Consider randomly placed discs of equal radius $r$ at low coverage. Two discs touch when their centres are closer than $2r$. The number of touching pairs per site is half the density of discs times the mean number of partners inside that distance:

$$\frac N2\,N\pi(2r)^2=2N(N\pi r^2)=2NZ .$$

As the discs grow at fixed $N$, new contacts form at the rate $2N\,dZ/dt$. Each contact between separate islands removes one island from the count. Counting connected groups of random discs at small coverage gives a coefficient of 1.94 instead of 2. Most of the gap is sampling scatter, about 0.03 for this sample. Closed groups add a small systematic part, since three mutually touching discs have three contacts but lose only two islands; at the coverage 0.01 used they lower the expected coefficient only to about 1.98. For real islands the coefficient 2 is an approximation, because nucleation avoids the neighbourhood of existing islands and merged islands are not at once round.

Once few atoms remain outside the islands, complete condensation and one-layer growth give $dZ/dt=F$. Atoms landing on bare surface diffuse to the edges, and atoms landing on islands join the edges from above. The density then obeys

$$\frac{dN}{dt}=s_iC_iD\,e^{E_i/kT}\left(\frac{F L}{4\pi DN}\right)^{i+1}-2N\frac{dZ}{dt}.$$

Division by $dZ/dt=F$ leaves the prefactor $(D/F)(F/D)^{i+1}=(F/D)^i$ in the first term. Define

$$A=\left(\frac FD\right)^i e^{E_i/kT},\qquad K(Z)=s_iC_i\left[\frac{L(Z)}{4\pi}\right]^{i+1},$$

so that

$$\frac{dN}{dZ}=\frac{A\,K(Z)}{N^{i+1}}-2N .$$

All material and growth parameters that vary with flux or temperature are now collected in the constant $A$, while $K$ depends on coverage alone. Multiplying by $(i+2)N^{i+1}$ and writing $y=N^{i+2}$ turns this nonlinear equation into a linear one:

$$\frac{dy}{dZ}=(i+2)\left[A\,K(Z)-2y\right].$$

The integrating factor is $e^{2(i+2)Z}$, because

$$\frac{d}{dZ}\left[y\,e^{2(i+2)Z}\right]=(i+2)A\,K(Z)\,e^{2(i+2)Z}.$$

With no islands at the start, $y(0)=0$, and

$$y(Z)=(i+2)A\int_0^Z K(z)\,e^{-2(i+2)(Z-z)}\,dz .$$

The function $K$ diverges at zero coverage, but only as a power of a logarithm, so the integral is finite. The solution has the form $y=A\,g_i(Z)$, with $g_i$ independent of $F$, $D$ and $E_i$. Changing the flux or temperature rescales the whole curve $N(Z)$ without changing its shape.

The curve has one maximum. Differentiating $L$ gives

$$L'(Z)=-\frac1Z+2-Z=-\frac{(1-Z)^2}{Z}<0,$$

so $K$ decreases with coverage. At any stationary point $y'=0$, and another derivative of the linear equation gives $y''=(i+2)AK'<0$. Every stationary point is thus a maximum, which permits at most one. It exists because $y$ rises at first, whereas $K$ tends to zero as $Z\to1$ and leaves the loss term dominant. At its coverage $Z_i^*$ the bracket in the linear equation vanishes, $y=AK(Z_i^*)/2$, and taking the root of order $i+2$ gives

$$N_{\max}=\left[\frac{K(Z_i^*)}{2}\right]^{1/(i+2)}\left(\frac FD\right)^{i/(i+2)}\exp\!\left[\frac{E_i}{(i+2)kT}\right].$$

This is the stated law, with $\eta_i=[K(Z_i^*)/2]^{1/(i+2)}$. The denominator $i+2$ has a direct origin: $i+1$ powers of $N$ come from the depletion of adatoms, and one more from integrating the rate $dN/dZ\propto N^{-(i+1)}$ over coverage. The same exponent would therefore hold with no merging at all; merging sets the position of the maximum and the value of $\eta_i$. The coverage of the maximum follows from setting $AK=2y$ in the integral solution, where $A$ cancels:

$$K(Z_i^*)=2(i+2)\int_0^{Z_i^*}K(z)\,e^{-2(i+2)(Z_i^*-z)}\,dz .$$

The constant factor $s_iC_i$ cancels as well. Numerically $Z_1^*=0.065$, $Z_2^*=0.033$ and $Z_3^*=0.018$. These low values belong to the present mean-field model and should not be read as universal saturation coverages.

A simpler case shows which parts of the result are robust. If $K$ were constant, the integral would give

$$N^{i+2}=\frac{AK}{2}\left[1-e^{-2(i+2)Z}\right].$$

At small $Z$ this reduces to $N^{i+2}\simeq(i+2)AKZ$, a slow rise as $Z^{1/(i+2)}$; later, merging turns the rise into a plateau. The powers of $F/D$ and of the Boltzmann factor are the same at both stages. More generally, replacing the coefficient 2 by any function $\kappa(Z)$ keeps the equation for $y$ linear, and $A$ still factors out. The details of merging therefore alter $\eta_i$ and $Z_i^*$, but not the exponents, provided that they depend on coverage alone.

The same holds for a refinement of the birth rate. Nucleation responds to the local adatom density, so $n_1^{i+1}$ should strictly be replaced by the cell average of $n^{i+1}$. By the solution above, the ratio of these two quantities is a function of $Z$ alone. For $i=2$ at $Z_2^*$ it is 1.24. A constant factor of that size in $K$ would raise $N$ by $1.24^{1/4}$, or about 6%. This overstates the effect: the ratio tends to one at low coverage, where part of the nucleation has already taken place, so the actual rise of the maximum is smaller.

For the worked example take a triangular lattice with spacing 0.30 nm, bond energy $E_b=0.40$ eV and diffusion barrier $E_d=0.30$ eV. Let $D=D_0e^{-E_d/kT}$ with $D_0=10^{13}$ site areas per second, $F=0.10$ per site and second, and $s_i=3$. These are round model parameters. At 450 K, $kT=0.03878$ eV, which gives $D=4.37\times10^9$ site areas per second and $D/F=4.37\times10^{10}$.

With the dimer as critical cluster, $i=2$ and $E_2=E_b$. At saturation $L=1.98$, so

$$K(Z_2^*)=3\times3\left(\frac{1.982}{4\pi}\right)^3=0.0353,\qquad \eta_2=\left(\frac{0.0353}{2}\right)^{1/4}=0.3645 .$$

The other two factors are $(F/D)^{1/2}=4.785\times10^{-6}$ and $e^{E_2/4kT}=13.18$. Their product with $\eta_2$ is

$$N_{\max}=0.3645\times4.785\times10^{-6}\times13.18=2.30\times10^{-5}$$

per site, or $2.95\times10^{10}$ per cm$^2$. There is one island for about 43,500 sites, and it contains on average about 1,430 atoms at the maximum. The corresponding adatom density is

$$n_1=\frac{1.982}{4\pi\,(4.367\times10^{10})(2.299\times10^{-5})}=1.57\times10^{-7}$$

per site. The atoms left outside the islands are thus a negligible part of the deposited amount, as the relation $dZ/dt=F$ requires.

The choice $i=2$ must now be justified. Detailed balance fixes the decay rate of a dimer: in equilibrium its breakup balances the capture of one adatom by another, $k_2n_2=s_1Dn_1^2$. Inserting the Walton relation gives $k_2=s_1D/(3e^{E_b/kT})$. With equal capture numbers, the ratio of dimer decay to further capture, which has rate $s_2Dn_1$, is

$$\frac{k_2}{s_2Dn_1}=\frac{1}{3n_1e^{E_b/kT}} .$$

At 450 K and at the maximum this is 70, so dimers usually decay. Earlier in growth $n_1$ is higher and the margin smaller: the ratio is about 11 when half of the islands have formed, and about 4 at the peak of $n_1$. A compact trimer has three bonds and two orientations. Only two of the eight sites next to a dimer complete it; an atom on any other site forms an open trimer, which usually decays like a dimer unless it rearranges. Assume that trimers relax quickly to the compact shape. Without such relaxation the effective $s_2$ would be roughly four times smaller and $N_{\max}$ lower by about $4^{-1/4}=0.71$. The balance $k_3n_3=s_2Dn_1n_2$ then gives

$$k_3=s_2D\,\frac{3e^{E_b/kT}}{2e^{3E_b/kT}}=\frac32\,s_2D\,e^{-2E_b/kT}.$$

For trimers, capture exceeds decay by a factor of 95, so they usually grow. The regime $i=2$ therefore requires

$$\frac32e^{-2E_b/kT}\ll n_1\ll\frac13e^{-E_b/kT}.$$

This window also limits the phrase "small $F/D$". Substituting the law into the expression for $n_1$ shows that, at fixed temperature, $n_1\propto(F/D)^{2/(i+2)}$. If the flux is lowered far enough, $n_1$ leaves the window through its lower end, trimers begin to dissolve, and the formula with $i=2$ ceases to apply.

A more detailed kinetic calculation can decide whether the critical size and the exponents emerge without being put in. Let clusters of one to six atoms have separate densities $n_j$, and let $Q_j$ be the sum of $e^{bE_b/kT}$ over all their shapes, where $b$ is the number of bonds. The net rate from size $j$ to $j+1$ is

$$J_j=sD\left(n_1n_j-\frac{Q_j}{Q_{j+1}}n_{j+1}\right),\qquad j=1,\ldots,5,$$

which vanishes in equilibrium. Larger islands are grouped together and do not decay. Their capture number $\sigma$ follows from the diffusion cell: each island receives $F(1-Z)/N$ adatoms per second, and equating this to $\sigma Dn_1$ gives $\sigma=4\pi(1-Z)/L$. The adatom density evolves in time and is not assumed steady. The value of $i$ enters only when one decides which clusters to count as islands. This hierarchy shares the mean-field capture and merging rules of the derivation, so it tests the reduction to one equation and the resulting scaling, but not spatial correlations. Through the sums $Q_j$ it also assumes that the shapes of each size are in equilibrium among themselves.

At 450 K the hierarchy gives a maximum of $2.24\times10^{-5}$ per site, 2.7% below the law, at coverage 0.035. The dimer density is 98.6% of its Walton value. This deficit is what the competition between decay and capture predicts: neglecting the return of trimers to dimers, a steady dimer population is reduced by the factor $1/(1+1/70.3)=0.986$. The deficit is larger earlier, about 8% when half of the islands have formed, and summed over growth it lowers the maximum by about 1%. The hierarchy also follows the initial build-up of adatoms and the capture by small clusters, which the law leaves out; how much each contributes to the remaining difference in island density was not tested.

Around this state the hierarchy gives a flux exponent of 0.491, against $1/2$ from the law. At fixed $F/D$, the derivative of $\ln N_{\max}$ with respect to $E_b/kT$ is 0.243, against $1/4$. The temperature dependence combines both responses, because $D$ is itself thermally activated. For constant $F$ and $D_0$,

$$\frac{d\ln N_{\max}}{d(1/kT)}=\frac{iE_d+E_i}{i+2}.$$

For $i=2$ this energy is $(2\times0.30+0.40)/4=0.25$ eV. The hierarchy gives 0.244 eV, which is also the sum of its two separate responses, $0.4905\times0.30+0.2429\times0.40=0.244$ eV. The positive sign means that the island density falls on heating: adatoms travel farther before meeting one another, and critical clusters are less strongly populated.

At 270 K the situation is different. Now $E_b/kT=17.2$ and $D/F=2.51\times10^8$. The ratio of dimer decay to capture is only 0.011, so a dimer usually grows before it can break, and the critical size is $i=1$. The Walton relation for dimers fails accordingly: their density is about 1% of the equilibrium value. With $E_1=0$ and $\eta_1=0.2597$, the law gives

$$N_{\max}=0.2597\,(2.513\times10^8)^{-1/3}=4.12\times10^{-4}$$

per site; the hierarchy gives $4.00\times10^{-4}$, or 2.8% less. Its flux exponent is 0.331, close to $1/3$, and its response to the bond energy at fixed $F/D$ is 0.002, close to zero. Once a pair counts as stable, making its bond stronger hardly changes the number of islands.

The two factors quoted at the start are therefore $10^{0.491}\approx3.1$ and $10^{0.331}\approx2.1$, the signatures of $i=2$ and $i=1$. The apparent energy changes too, from 0.25 eV to $E_d/3=0.10$ eV. A single straight line drawn through $\ln N_{\max}$ against $1/T$ across both regimes would mix these energies and represent neither.

Several assumptions affect the exponents themselves. If adatoms re-evaporate before reaching an island, $n_1$ is no longer fixed by $N$ as above, and the feedback changes. If islands grow in height, coverage no longer follows the deposited amount through $dZ/dt=F$. Mobile clusters, strongly anisotropic diffusion or an attachment barrier change the capture law. A weaker correction comes from $s_i$, which need not be strictly constant: any slow dependence on $n_1$ or $N$ enters $N_{\max}$ through the power $1/(i+2)$ and makes a measured exponent drift slightly. An exponent near $1/2$ therefore supports $i=2$ only together with evidence that these conditions hold. The numerical output below lists the values for both temperatures.

## Computed results

```
Bond energy: 0.40 eV; diffusion barrier: 0.30 eV
D0: 1.0e+13 site areas/s; F: 0.10 per site per s
Lattice spacing: 0.30 nm; small capture number: 3.0
Size 1: max bonds 0, lowest-energy shapes/site 1
Size 2: max bonds 1, lowest-energy shapes/site 3
Size 3: max bonds 3, lowest-energy shapes/site 2
Size 4: max bonds 5, lowest-energy shapes/site 3
Walton ratio exact/formula, dimer: 1.00004; trimer: 0.99985
Largest relative error, diffusion formula: 2.8e-05
Coalescence coefficient from random discs: 1.937
i=1: saturation coverage 0.0652, eta 0.2597
i=2: saturation coverage 0.0328, eta 0.3645
i=3: saturation coverage 0.0183, eta 0.3465
Largest relative error, reduced equation: 1.8e-07
--- T = 450 K, i = 2 ---
kT: 0.03878 eV; bond energy/kT: 10.315
D: 4.367e+09 site areas/s; D/F: 4.367e+10
(F/D)^(1/2): 4.785e-06; exp(E2/4kT): 13.181
L(Z*): 1.9817; K(Z*): 0.03530
Island density, law: 2.299e-05 per site
Island density, law: 2.950e+10 per cm^2
Mean sites per island: 4.350e+04
Mean atoms per island at saturation: 1428
Adatom density at saturation, law: 1.571e-07 per site
Island density, hierarchy: 2.236e-05 per site
Hierarchy/law density ratio: 0.9727
Coverage at maximum, hierarchy: 0.0348
Adatom density, hierarchy: 1.571e-07 per site
Dimer density/Walton value: 0.9861
Dimer detachment/capture: 70.3
Trimer capture/detachment: 95.4
Flux exponent, hierarchy: 0.4905; law: 0.5000
d ln N/d(Eb/kT), hierarchy: 0.2429; law: 0.2500
Apparent energy, hierarchy: 0.2443 eV; law: 0.2500 eV
Local-profile factor in nucleation rate at Z*: 1.244
Fourth root of local-profile factor: 1.056
--- T = 270 K, i = 1 ---
Bond energy/kT: 17.192; D/F: 2.513e+08
Island density, law: 4.115e-04 per site
Island density, hierarchy: 4.000e-04 per site
Hierarchy/law density ratio: 0.9720
Dimer density/Walton value: 0.0111
Dimer detachment/capture: 0.0111
Flux exponent, hierarchy: 0.3311; law: 0.3333
d ln N/d(Eb/kT), hierarchy: 0.0019; law: 0.0000
Apparent energy, law for i=1: 0.1000 eV
```
